# Separating centre-of-mass and relative motion in the hydrogen atom

**Q.** An atom of hydrogen has two particles in it, and both move. The wave function depends on six coordinates. I doubt that it can be reduced to one particle moving about a fixed point without an approximation. What exactly is the model?

**A.** Two spinless point particles without relativity. Particle 1 has mass \(m_1\), charge \(-e\), position \(\mathbf r_1\); particle 2 has mass \(m_2\), charge \(+e\), position \(\mathbf r_2\). No external field acts. In SI units, with \(k=e^2/4\pi\varepsilon_0\) and \(\mathbf p_i=-i\hbar\nabla_i\),
\[
H=-\frac{\hbar^2}{2m_1}\nabla_1^2-\frac{\hbar^2}{2m_2}\nabla_2^2-\frac{k}{|\mathbf r_1-\mathbf r_2|}.
\]
The potential depends only on the difference of the positions, so that difference should be one of the coordinates: \(\mathbf r=\mathbf r_1-\mathbf r_2\), \(r=|\mathbf r|\). For the other three coordinates take a weighted mean with a weight \(s\) left open,
\[
\mathbf R=s\,\mathbf r_1+(1-s)\,\mathbf r_2 .
\]
For one Cartesian component the matrix of derivatives of \((X,x)\) with respect to \((x_1,x_2)\) has rows \((s,\,1-s)\) and \((1,\,-1)\), and determinant \(-s-(1-s)=-1\). Its modulus is 1 for every \(s\), so \(d^3r_1\,d^3r_2=d^3R\,d^3r\) and norms are computed in the new coordinates without an extra factor.

**Q.** If every \(s\) is allowed, why should the centre of mass be singled out?

**A.** Because of the kinetic energy. The chain rule gives \(\partial/\partial x_1=s\,\partial/\partial X+\partial/\partial x\) and \(\partial/\partial x_2=(1-s)\,\partial/\partial X-\partial/\partial x\), the minus sign coming from \(\partial x/\partial x_2=-1\). The same holds for each component:
\[
\nabla_1=s\nabla_R+\nabla_r,\qquad \nabla_2=(1-s)\nabla_R-\nabla_r .
\]
The coefficients are constants and partial derivatives commute, so the squares are
\[
\nabla_1^2=s^2\nabla_R^2+2s\,\nabla_R\!\cdot\!\nabla_r+\nabla_r^2,\qquad
\nabla_2^2=(1-s)^2\nabla_R^2-2(1-s)\nabla_R\!\cdot\!\nabla_r+\nabla_r^2 .
\]
Multiplying by \(-\hbar^2/2m_1\) and \(-\hbar^2/2m_2\) and adding,
\[
T=-\frac{\hbar^2}{2}\left[\frac{s^2}{m_1}+\frac{(1-s)^2}{m_2}\right]\nabla_R^2-\hbar^2\left[\frac{s}{m_1}-\frac{1-s}{m_2}\right]\nabla_R\!\cdot\!\nabla_r-\frac{\hbar^2}{2}\left[\frac1{m_1}+\frac1{m_2}\right]\nabla_r^2 .
\]
The middle term couples the two sets of coordinates. It vanishes if and only if \(s\,m_2=(1-s)m_1\), that is \(s=m_1/M\) with \(M=m_1+m_2\). Then \(1-s=m_2/M\), and \(\mathbf R=(m_1\mathbf r_1+m_2\mathbf r_2)/M\) is the centre of mass. The first bracket becomes \(m_1/M^2+m_2/M^2=1/M\). The last bracket defines the reduced mass,
\[
\frac1\mu=\frac1{m_1}+\frac1{m_2},\qquad \mu=\frac{m_1m_2}{M}.
\]
Nothing was dropped, so within the model the following is exact:
\[
H=-\frac{\hbar^2}{2M}\nabla_R^2+H_{\rm rel},\qquad H_{\rm rel}=-\frac{\hbar^2}{2\mu}\nabla_r^2-\frac kr .
\]

**Q.** That is a rewriting of a differential operator. Do the new derivatives behave as momenta of anything?

**A.** They do. Adding the two gradients gives \(\nabla_1+\nabla_2=\nabla_R\), so \(\mathbf P=-i\hbar\nabla_R=\mathbf p_1+\mathbf p_2\) is the total momentum. In \((m_2\nabla_1-m_1\nabla_2)/M\) the \(\nabla_R\) terms are \(m_2m_1/M^2-m_1m_2/M^2=0\) and the \(\nabla_r\) terms add to \((m_2+m_1)/M=1\), so
\[
\mathbf p=-i\hbar\nabla_r=\frac{m_2\mathbf p_1-m_1\mathbf p_2}{M}.
\]
The commutators follow from \([x_{1i},p_{1j}]=[x_{2i},p_{2j}]=i\hbar\delta_{ij}\), all mixed ones being zero:
\[
[R_i,P_j]=\left(\frac{m_1}{M}+\frac{m_2}{M}\right)i\hbar\delta_{ij}=i\hbar\delta_{ij},\qquad
[r_i,p_j]=\left(\frac{m_2}{M}+\frac{m_1}{M}\right)i\hbar\delta_{ij}=i\hbar\delta_{ij},
\]
\[
[R_i,p_j]=\left(\frac{m_1}{M}\frac{m_2}{M}-\frac{m_2}{M}\frac{m_1}{M}\right)i\hbar\delta_{ij}=0,\qquad
[r_i,P_j]=(1-1)\,i\hbar\delta_{ij}=0 .
\]
In \([r_i,p_j]\) the second term is positive because it is the product of \(-x_{2i}\) and \(-m_1p_{2j}/M\). The pairs \((\mathbf R,\mathbf P)\) and \((\mathbf r,\mathbf p)\) are two independent canonical pairs: a free particle of mass \(M\), and a particle of mass \(\mu\) attracted to the origin. The second is not either of the real particles; its position is their separation.

**Q.** Then what are the energy levels of the whole system? A free particle has no levels.

**A.** The objection is right, and the word "level" has to be restricted. Try \(\Psi=e^{i\mathbf K\cdot\mathbf R}\psi(\mathbf r)\). Since \(\nabla_R^2e^{i\mathbf K\cdot\mathbf R}=-K^2e^{i\mathbf K\cdot\mathbf R}\) and \(H_{\rm rel}\) does not act on \(\mathbf R\),
\[
H\Psi=E\Psi\quad\text{with}\quad E=\frac{\hbar^2K^2}{2M}+E_{\rm rel},\qquad H_{\rm rel}\psi=E_{\rm rel}\psi .
\]
Every solution is a superposition of such products, though it need not be a single one. Any state can be written as a Fourier integral \(\Psi=\int d^3K\,e^{i\mathbf K\cdot\mathbf R}\,\Phi(\mathbf K,\mathbf r)\), and \(H\Psi=E\Psi\) becomes \(H_{\rm rel}\Phi=(E-\hbar^2K^2/2M)\Phi\) separately at each \(\mathbf K\). A \(\Phi\) that is normalizable in \(\mathbf r\) can differ from zero only where \(E-\hbar^2K^2/2M\) equals one of the discrete eigenvalues of \(H_{\rm rel}\). Those \(\mathbf K\) lie on a countable set of spheres, which has zero volume, so \(\int d^3K\,d^3r\,|\Phi|^2=0\). The full \(H\) therefore has no normalizable eigenstate. Each discrete value \(E_n\) of \(E_{\rm rel}\) is the bottom of a continuous band \(E_n+\hbar^2K^2/2M\). The levels of the atom are the internal energies \(E_n\), the energies at zero total momentum.

**Q.** Granting that, why would the internal levels be proportional to \(\mu\)? The mass stands in the denominator of the kinetic term.

**A.** Measure lengths in a unit \(a\) to be chosen: \(\mathbf r=a\boldsymbol\rho\), so \(\nabla_r^2=a^{-2}\nabla_\rho^2\) and \(1/r=1/(a\rho)\). Then
\[
H_{\rm rel}=\frac{\hbar^2}{\mu a^2}\left(-\tfrac12\nabla_\rho^2\right)-\frac ka\,\frac1\rho .
\]
Choose \(a\) to make the two prefactors equal, \(\hbar^2/\mu a^2=k/a\):
\[
a=\frac{\hbar^2}{\mu k},\qquad H_{\rm rel}=\frac{\mu k^2}{\hbar^2}\,h,\qquad h=-\tfrac12\nabla_\rho^2-\frac1\rho .
\]
The operator \(h\) contains no parameter, so its eigenvalues \(\epsilon\) are pure numbers and \(E_{\rm rel}=(\mu k^2/\hbar^2)\epsilon\). Every internal level is proportional to \(\mu\), and every length of an internal state to \(1/\mu\). A larger \(\mu\) makes confinement cheaper in kinetic energy, the state shrinks as \(1/\mu\), and the Coulomb energy \(k/a\) grows as \(\mu\). With the electron mass \(m_e\) define the Bohr radius \(a_0=\hbar^2/m_ek\) and the hartree \(E_h=m_ek^2/\hbar^2\). The fine-structure constant \(\alpha=k/\hbar c\) turns the latter into \(E_h=\alpha^2m_ec^2\). Then
\[
a=\frac{m_e}{\mu}\,a_0,\qquad E_{\rm rel}=\frac{\mu}{m_e}\,E_h\,\epsilon .
\]

**Q.** Is that proportionality a property of any two-body force?

**A.** No. The separation holds for any \(V(\mathbf r_1-\mathbf r_2)\); the proportionality does not. For \(V=-g/r^\nu\) with \(0<\nu<2\), equating prefactors gives \(\hbar^2/\mu a^2=g/a^\nu\), so \(a^{2-\nu}=\hbar^2/\mu g\) and the energy unit \(\hbar^2/\mu a^2\) varies as \(\mu^{-1+2/(2-\nu)}=\mu^{\nu/(2-\nu)}\). The exponent is 1 only for \(\nu=1\). A potential with a length of its own gives no power law in general, because the ratio of that length to \(a\) survives in \(h\).

A one-dimensional model shows both facts. Use units \(\hbar=m_e=k=1\) (lengths in bohr, energies in hartree) and round parameters: masses \(m_1=1\), \(m_2=3\), so \(M=4\), \(\mu=0.75\), on a ring of length \(L=20\), with \(V=-1/\sqrt{x^2+1}\) and \(x\) the shorter distance round the ring. The two-particle Hamiltonian is represented on a \(40\times40\) grid in \((x_1,x_2)\), with second derivatives taken by discrete Fourier transform, and is diagonalized with no change of variables. Its three lowest distinct eigenvalues are \(-0.63691\), \(-0.62457\) and \(-0.58756\). On the other side, the one-particle problem with mass \(\mu\) in the same \(V\), on a Fourier grid of 256 points over 48 bohr, has ground energy \(-0.63691\). Moving both particles once round the ring must leave \(\Psi\) unchanged, so \(e^{iKL}=1\) and \(K=2\pi j/L\) with integer \(j\); the ring alters the relative function only through its tail at \(x=L/2\). For \(j=1\), \(K^2/2M=(2\pi/20)^2/8=0.01234\), and for \(j=2\) it is four times larger, \(0.04935\). These equal the spacings \(-0.62457+0.63691=0.01234\) and \(-0.58756+0.63691=0.04935\). With mass 1 in place of \(0.75\) the one-particle ground energy is \(-0.66978\). The ratio \(0.63691/0.66978=0.951\) is far from \(0.75\): the model separates, but its level is not proportional to \(\mu\).

**Q.** Back to Coulomb. The potential goes to \(-\infty\) at contact. What stops the pair from collapsing?

**A.** A lower bound on the energy, valid for every state. Let \(\psi(\mathbf r)\) be normalized, with finite kinetic energy, and let \(\mathbf n=\mathbf r/r\). The integral of a squared modulus cannot be negative:
\[
0\le I=\int d^3r\left|\nabla\psi+\frac{\mathbf n}{a}\psi\right|^2=\int|\nabla\psi|^2d^3r+\frac1a\int\mathbf n\cdot\nabla|\psi|^2d^3r+\frac1{a^2}.
\]
The two cross terms were combined with \(\psi^*\nabla\psi+\psi\nabla\psi^*=\nabla|\psi|^2\), and the last term used \(\mathbf n^2=1\). Integrate the middle term by parts. The surface term at infinity vanishes with \(\psi\), and the one on a small sphere round the origin has size \(4\pi r^2|\psi|^2\to0\). What is left is \(-\int(\nabla\cdot\mathbf n)|\psi|^2d^3r\), with
\[
\nabla\cdot\frac{\mathbf r}{r}=\frac3r-\frac{\mathbf r\cdot\mathbf r}{r^3}=\frac2r .
\]
Hence \(I=\int|\nabla\psi|^2d^3r-(2/a)\langle1/r\rangle+1/a^2\). Multiply by \(\hbar^2/2\mu\). The first term is \(\langle p^2/2\mu\rangle\). The second is \(-(\hbar^2/\mu a)\langle1/r\rangle=-k\langle1/r\rangle\), because \(a=\hbar^2/\mu k\). Therefore
\[
\langle H_{\rm rel}\rangle=\frac{\hbar^2}{2\mu}I-\frac{\hbar^2}{2\mu a^2}\;\ge\;-\frac{\hbar^2}{2\mu a^2}=-\frac{\mu k^2}{2\hbar^2}.
\]
The bound is reached only if \(I=0\), that is \(\nabla\psi=-\mathbf n\psi/a\). Since \(\nabla e^{r/a}=\mathbf n\,e^{r/a}/a\), this says \(\nabla(e^{r/a}\psi)=0\), so \(\psi=Ce^{-r/a}\). That function is normalizable: \(4\pi|C|^2\int_0^\infty r^2e^{-2r/a}dr=4\pi|C|^2\cdot2(a/2)^3=\pi a^3|C|^2\), using \(\int_0^\infty r^je^{-br}dr=j!/b^{\,j+1}\). The bound is thus attained, by one state only:
\[
E_1=-\frac{\mu k^2}{2\hbar^2}=-\frac{\mu}{m_e}\frac{E_h}{2},\qquad \psi_1=\frac{e^{-r/a}}{\sqrt{\pi a^3}} .
\]
Since \(P^2/2M\ge0\), the full \(H\) is bounded below by the same \(E_1\).

**Q.** That settles the lowest level. How are the others found, and why look only at negative energies?

**A.** The sign first. Let \(\psi\) be a normalized eigenstate with mean kinetic energy \(\langle T\rangle>0\) and mean potential energy \(\langle V\rangle\), falling off fast enough that \(\mathbf r\cdot\nabla\psi\) is normalizable. The rescaled function \(\lambda^{3/2}\psi(\lambda\mathbf r)\) is normalized and has mean energy \(\lambda^2\langle T\rangle+\lambda\langle V\rangle\), by substituting \(\lambda\mathbf r\) as integration variable. At an eigenstate the mean energy is stationary, because its first change is \(2\,\mathrm{Re}\langle\delta\psi|H_{\rm rel}\psi\rangle=2E\,\mathrm{Re}\langle\delta\psi|\psi\rangle\), which is zero when the norm is fixed. The derivative at \(\lambda=1\) gives \(2\langle T\rangle+\langle V\rangle=0\), so \(E=\langle T\rangle+\langle V\rangle=-\langle T\rangle<0\). Write \(\epsilon=-\kappa^2/2\) with \(\kappa>0\).

For the angles, let \(H_l(\boldsymbol\rho)\) be a homogeneous polynomial of degree \(l\) with \(\nabla^2H_l=0\). On the unit sphere these are the spherical harmonics. I use the mathematical fact that they form a complete orthogonal set there; it lets any eigenfunction be split into terms \(g(\rho)H_l\), and \(h\) acts on each term without changing its \(H_l\), as the next line shows, so each term obeys the equation alone. The product rule gives
\[
\nabla^2(gH_l)=\left(g''+\frac{2g'}{\rho}\right)H_l+2g'\,\mathbf n\cdot\nabla H_l+g\nabla^2H_l=\left(g''+\frac{2(l+1)}{\rho}g'\right)H_l ,
\]
where homogeneity gave \(\mathbf n\cdot\nabla H_l=lH_l/\rho\). Put \(g=\rho^{-l-1}u\). Then \(g'=\rho^{-l-1}[u'-(l+1)u/\rho]\) and \(g''=\rho^{-l-1}[u''-2(l+1)u'/\rho+(l+1)(l+2)u/\rho^2]\). In the sum the \(u'\) terms cancel and the \(u/\rho^2\) terms give \((l+1)(l+2)-2(l+1)^2=-l(l+1)\). The equation \(h\psi=\epsilon\psi\), multiplied by \(-2\), becomes
\[
u''-\frac{l(l+1)}{\rho^2}u+\frac2\rho u-\kappa^2u=0,
\]
and the norm is proportional to \(\int_0^\infty|u|^2d\rho\). Near \(\rho=0\) the solutions begin as \(\rho^\sigma\) with \(\sigma(\sigma-1)=l(l+1)\), so \(\sigma=l+1\) or \(-l\). The second is rejected: for \(l\ge1\) the norm diverges, and for \(l=0\) it means \(\psi\sim1/\rho\), whose kinetic energy \(\int\rho^{-4}\rho^2d\rho\) diverges.

Set \(u=wv\) with \(w=\rho^{l+1}e^{-\kappa\rho}\). Then \(w'/w=(l+1)/\rho-\kappa\) and \(w''/w=l(l+1)/\rho^2-2\kappa(l+1)/\rho+\kappa^2\). Insert \(u''=w''v+2w'v'+wv''\), cancel the \(l(l+1)/\rho^2\) and \(\kappa^2\) terms, and multiply by \(\rho/w\):
\[
\rho v''+2(l+1-\kappa\rho)v'+2[1-\kappa(l+1)]v=0 .
\]
With \(v=\sum_jc_j\rho^j\), the coefficient of \(\rho^j\) is \(c_{j+1}[(j+1)j+2(l+1)(j+1)]+c_j[2-2\kappa(l+1)-2\kappa j]\), which must vanish:
\[
c_{j+1}=\frac{2[\kappa(j+l+1)-1]}{(j+1)(j+2l+2)}\,c_j .
\]

**Q.** A series like that converges for every \(\kappa\). Where does the quantization come from?

**A.** From the size of the sum at large \(\rho\). Suppose no coefficient vanishes. The quantity \((j+1)c_{j+1}/c_j=2[\kappa(j+l+1)-1]/(j+2l+2)\) tends to \(2\kappa\). Pick \(\lambda\) between \(\kappa\) and \(2\kappa\). Beyond some index \(J\) the ratio obeys \(c_{j+1}/c_j>\lambda/(j+1)\), so these coefficients share one sign and are at least a fixed multiple of \(\lambda^j/j!\), the coefficients of \(e^{\lambda\rho}\). Then \(|v|\) exceeds a constant times \(e^{\lambda\rho}\) minus a polynomial, \(|u|\) grows at least as \(e^{(\lambda-\kappa)\rho}\), and the norm diverges.

The rate can be made precise. For \(l=0\), \(y=u'/u\) obeys \(y'+y^2=\kappa^2-2/\rho\). The growing solution has \(y=\kappa+\beta/\rho+\gamma/\rho^2+\dots\); the \(1/\rho\) terms give \(2\kappa\beta=-2\), and the \(1/\rho^2\) terms give \(-\beta+\beta^2+2\kappa\gamma=0\). So \(\beta=-1/\kappa\) and \(\gamma=-(1/\kappa+1/\kappa^2)/2\kappa\). At \(\kappa=0.7\), \(\rho=60\) this is \(0.7-0.0238-0.0007=0.6755\). Summing the series for \(v\) and \(v'\) up to \(j=400\) in 40-digit arithmetic and forming \(y=1/\rho-\kappa+v'/v\) gives \(0.6755\), positive and close to \(+\kappa\).

The series must therefore stop: \(\kappa(j+l+1)=1\) for some \(j\ge0\). Then \(v\) is a polynomial, \(u\) decays, and with \(n=j+l+1\),
\[
\epsilon_n=-\frac1{2n^2},\qquad E_n=-\frac{\mu}{m_e}\frac{E_h}{2n^2},\qquad n=1,2,3,\dots,\quad 0\le l\le n-1 .
\]
For \(n=1\), \(l=0\), \(v\) is a constant and \(g=e^{-\rho}\), the state found from the bound.

**Q.** In the ground state, how far apart are the particles, and which of them does the moving?

**A.** The mean separation is
\[
\langle r\rangle=\frac{4\pi}{\pi a^3}\int_0^\infty r^3e^{-2r/a}dr=\frac4{a^3}\cdot6\left(\frac a2\right)^4=\frac{3a}{2}.
\]
Since \(|\nabla\psi_1|=\psi_1/a\), the internal kinetic energy is \(\langle p^2/2\mu\rangle=\hbar^2/2\mu a^2=-E_1\). To divide it, read the gradient relations with \(s=m_1/M\) as
\[
\mathbf p_1=\mathbf p+\frac{m_1}{M}\mathbf P,\qquad \mathbf p_2=-\mathbf p+\frac{m_2}{M}\mathbf P .
\]
At \(\mathbf K=0\) the momenta are opposite and equal in size. Then \(p_1^2/2m_1=(\mu/m_1)\,p^2/2\mu\) with \(\mu/m_1=m_2/M\), and \(p_2^2/2m_2=(\mu/m_2)\,p^2/2\mu\) with \(\mu/m_2=m_1/M\). The lighter particle carries the larger share. As \(m_2\to\infty\), \(\mu\to m_1\), \(\mathbf R\to\mathbf r_2\), particle 2 carries nothing, and the fixed-centre problem is recovered. With \(m_1=m_e\), the fraction of the fixed-centre binding \(E_h/2\) that is lost is
\[
1-\frac{\mu}{m_e}=1-\frac{m_2}{M}=\frac{m_e}{m_e+m_2},
\]
the same number as the partner's kinetic share. The approximation \(m_e/m_2\) exceeds it by the factor \(1+m_e/m_2\), an error of \(m_e/m_2\) relative to the exact fraction.

**Q.** Now the numbers for hydrogen, muonium and positronium.

**A.** In all three particle 1 is an electron; the partner is a proton, a positive muon or a positron. The inputs are CODATA values: \(m_ec^2=510998.95\) eV, \(1/\alpha=137.035999\), and the mass ratios. Then
\[
E_h=\frac{510998.95\ \text{eV}}{(137.035999)^2}=27.211386\ \text{eV},\qquad \frac{E_h}2=13.605693\ \text{eV},
\]
and \(a_0=\hbar^2/m_ek=52.9177\) pm.

For hydrogen \(m_2/m_e=1836.152673\), so \(\mu/m_e=1836.152673/1837.152673=0.99945568\) and \(E_1=-0.99945568\times13.605693\ \text{eV}=-13.598\) eV. For muonium \(m_2/m_e=206.768283\), so \(\mu/m_e=206.768283/207.768283=0.99518695\) and \(E_1=-0.99518695\times13.605693\ \text{eV}=-13.540\) eV. For positronium \(m_2=m_e\), so \(\mu/m_e=1/2\) and \(E_1=-13.605693\ \text{eV}/2=-6.803\) eV. In hartree, \(E_1=-\mu/2m_e\) gives \(-0.4997\), \(-0.4976\) and \(-0.2500\). The other rows follow from \(a=a_0m_e/\mu\), \(\langle r\rangle=3a/2\), \(E_2=E_1/4\) and \(E_2-E_1=\tfrac34|E_1|\).

| | hydrogen | muonium | positronium |
|---|---|---|---|
| \(E_1\) (eV) | −13.598 | −13.540 | −6.803 |
| \(E_2\) (eV) | −3.400 | −3.385 | −1.701 |
| \(E_2-E_1\) (eV) | 10.199 | 10.155 | 5.102 |
| \(a\) (pm) | 52.95 | 53.17 | 105.84 |
| \(\langle r\rangle\) (pm) | 79.42 | 79.76 | 158.75 |

The lost fractions are \(1/1837.152673=5.4432\times10^{-4}\) and \(1/207.768283=4.8131\times10^{-3}\). Multiplied by \(13.605693\) eV they give \(7.4\) meV for hydrogen and \(65.5\) meV for muonium, so the muonium ground level lies about \(58\) meV above that of hydrogen. The ratios are ratios of reduced masses: \(E_1(\mathrm{Mu})/E_1(\mathrm H)=0.99518695/0.99945568=0.9957\) and \(E_1(\mathrm{Ps})/E_1(\mathrm H)=0.5/0.99945568=0.5003\). The muon is about nine times lighter than the proton, yet the two ground energies differ by less than half a percent of the hydrogen value, because \(\mu\) stays near the smaller mass whenever the other is much larger. For the heavy partners the approximation \(m_e/m_2\) gives \(5.4462\times10^{-4}\) and \(4.8363\times10^{-3}\), close to the exact fractions. For positronium it gives 1 in place of \(1/2\) and would predict no binding; there each particle carries half the kinetic energy and the exact \(\mu\) is needed.

**Q.** The inputs have eight figures or more. Why stop the energies at a millielectronvolt?

**A.** Because the model stops near there. In the ground state \(\langle p^2\rangle^{1/2}=\hbar/a=\mu k/\hbar=\alpha\mu c\), so for the electron \(p/m_ec\) is of size \(\alpha\mu/m_e\le\alpha\). The relativistic kinetic energy \(p^2/2m_e-p^4/8m_e^3c^2+\dots\) has a second term whose size, at a given \(p\), is \((p/m_ec)^2/4\) times the first. This sets the order of the leading neglected terms as \(\alpha^2=5.3\times10^{-5}\) relative to \(|E_1|\): \(\alpha^2|E_1|\) is about \(0.7\) meV for hydrogen and muonium and \(0.4\) meV for positronium. That is a scale, neither a value nor a bound, since the coefficients require a relativistic treatment with spin, which is not attempted here. The reduced-mass shift of hydrogen, \(7.4\) meV, is about ten times this scale, and that of muonium about ninety times, so the shifts exceed the leading relativistic terms provided the uncomputed coefficients are of order one. Radiative corrections and the size of the proton are also outside the model. So are the decay of the muon and the annihilation of positronium: the bound proved above is stability against collapse under the Coulomb force, not against these processes, which give each level a width \(\hbar/\tau\) for a lifetime \(\tau\).

**Q.** Last doubt. An atom in a laboratory is never free of fields. Does the separation survive?

**A.** It survives when the added potential is a function of \(\mathbf R\) plus a function of \(\mathbf r\). Solving the definitions for the positions gives \(\mathbf r_1=\mathbf R+(m_2/M)\mathbf r\) and \(\mathbf r_2=\mathbf R-(m_1/M)\mathbf r\). A uniform electric field \(\boldsymbol{\mathcal E}\) adds \(+e\boldsymbol{\mathcal E}\cdot\mathbf r_1-e\boldsymbol{\mathcal E}\cdot\mathbf r_2=e\boldsymbol{\mathcal E}\cdot\mathbf r\). The neutral pair still separates and its centre of mass stays free, but \(H_{\rm rel}\) now contains the extra dimensionless parameter \(e\mathcal Ea^2/k\), which depends on \(\mu\), so strict proportionality to \(\mu\) is lost. The lower bound is lost as well: a wave packet displaced a distance \(D\) against the field has an energy near \(-e\mathcal ED\), which falls without limit as \(D\) grows, and in a weak field the former levels persist only as long-lived resonances. Harmonic traps \(\tfrac12m_1\omega_1^2r_1^2+\tfrac12m_2\omega_2^2r_2^2\) produce the cross term
\[
\left(m_1\omega_1^2\frac{m_2}{M}-m_2\omega_2^2\frac{m_1}{M}\right)\mathbf R\cdot\mathbf r=\mu\,(\omega_1^2-\omega_2^2)\,\mathbf R\cdot\mathbf r .
\]
It vanishes only for \(\omega_1=\omega_2\). For unequal frequencies the centre-of-mass and relative motions are coupled, and the energy is no longer a sum of two independent parts in these coordinates. A uniform magnetic field \(\mathbf B\) is not covered by the rule above, because it enters through the momenta and not as a potential. With vector potential \(\tfrac12\mathbf B\times\mathbf r_i\) at each particle, the form \(\Psi=e^{i\mathbf K\cdot\mathbf R}\,e^{-ie\mathbf B\cdot(\mathbf R\times\mathbf r)/2\hbar}\,\psi(\mathbf r)\) removes \(\mathbf R\) from the equation of the neutral pair, but the equation for \(\psi\) keeps a term \((e\hbar/M)(\mathbf K\times\mathbf B)\cdot\mathbf r\), so the internal energies depend on \(\mathbf K\) and the two motions are not independent.
